# The Langevin–Pauli susceptibility of hydrogen and helium

## The form fixed by symmetry and dimensions

Consider an atom with a fixed point nucleus and nonrelativistic electrons of charge \(-e\) and mass \(m\), in a uniform magnetic field \(B\) along \(z\). Leave the electron spins aside at first. The orbital Hamiltonian then contains the imaginary unit through the momenta \(-i\hbar\nabla\), and complex conjugation turns the Hamiltonian for \(B\) into the one for \(-B\). The two have the same eigenvalues. The energy of a nondegenerate ground level is therefore even in \(B\), and in a weak field

\[
E(B)=E_0-\tfrac12\,\xi B^2+\dots \tag{1}
\]

The coefficient \(\xi\) is the magnetizability, and the induced moment is \(\mu=-dE/dB=\xi B\).

Dimensions fix the form of \(\xi\). If the atom has size \(R\), its natural energy is \(\hbar^2/(mR^2)\). The field enters as \(eB\), which forms the dimensionless number \(eBR^2/\hbar\). An energy quadratic in \(B\) is thus proportional to

\[
\frac{\hbar^2}{mR^2}\left(\frac{eBR^2}{\hbar}\right)^2=\frac{e^2B^2R^2}{m}. \tag{2}
\]

Planck's constant cancels, and \(\xi\) is a number times \(e^2R^2/m\). This argument gives neither the sign nor the number, nor does it say which average defines \(R^2\). For an atom of zero orbital angular momentum, the derivation below gives the number \(-1/6\), with \(R^2=\sum_i\langle r_i^2\rangle\).

## The Hamiltonian in the field

Choose the vector potential

\[
\mathbf A=\tfrac12\mathbf B\times\mathbf r=\tfrac B2(-y,x,0),\qquad \nabla\cdot\mathbf A=0, \tag{3}
\]

with the nucleus at the origin. Its curl is \(B\hat{\mathbf z}\). For charge \(-e\), the momentum \(\mathbf p\) is replaced by \(\mathbf p+e\mathbf A\), so each electron has kinetic energy

\[
\frac{(\mathbf p+e\mathbf A)^2}{2m}
=\frac{p^2}{2m}+\frac{e}{2m}(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)+\frac{e^2A^2}{2m}. \tag{4}
\]

Because \(\nabla\cdot\mathbf A=0\), \(\mathbf p\cdot\mathbf A\) and \(\mathbf A\cdot\mathbf p\) act identically on a wave function. The middle term is \((e/m)\mathbf A\cdot\mathbf p=(eB/2m)(xp_y-yp_x)\), and \(A^2=B^2(x^2+y^2)/4\). Summed over the electrons,

\[
H=H_0+\frac{eB}{2m}L_z+\frac{e^2B^2}{8m}\sum_i(x_i^2+y_i^2), \tag{5}
\]

where \(L_z\) is the total orbital angular momentum along the field.

The derivative of (5) confirms what \(-dE/dB\) means:

\[
-\frac{\partial H}{\partial B}
=-\frac e2\sum_i\left[\mathbf r_i\times\frac{\mathbf p_i+e\mathbf A(\mathbf r_i)}{m}\right]_z. \tag{6}
\]

Since \((\mathbf p+e\mathbf A)/m\) is the velocity, this is the magnetic moment of the moving charges. For a normalized eigenstate, \(dE/dB=\langle\partial H/\partial B\rangle\), because the changes of the state contribute \(E\,d\langle\psi|\psi\rangle/dB=0\).

## Second-order energy

The last term of (5) is already quadratic in \(B\) and contributes in first order. The \(L_z\) term is linear and contributes in second order:

\[
E-E_0=B^2\left[\frac{e^2}{8m}\Big\langle\sum_i(x_i^2+y_i^2)\Big\rangle
-\frac{e^2}{4m^2}\sum_{n\ne0}\frac{|\langle n|L_z|0\rangle|^2}{E_n-E_0}\right]. \tag{7}
\]

Equation (1) says that \(\xi\) is \(-2\) times the bracket:

\[
\xi=-\frac{e^2}{4m}\Big\langle\sum_i(x_i^2+y_i^2)\Big\rangle
+\frac{e^2}{2m^2}\sum_{n\ne0}\frac{|\langle n|L_z|0\rangle|^2}{E_n-E_0}. \tag{8}
\]

The first term is negative: it is diamagnetic and raises the energy. The second cannot be negative for a ground state, since every denominator is positive. It is the orbital paramagnetism that arises when the field mixes excited states into the ground state.

Now let the ground state have \(L=0\). Then \(\langle L_x^2+L_y^2+L_z^2\rangle=0\). Each of the three averages is the squared norm of a vector such as \(L_z|0\rangle\), so each vector vanishes. The second term of (8) is zero.

The same condition makes the state unchanged by spatial rotations. Hence \(\langle x_i^2\rangle=\langle y_i^2\rangle=\langle z_i^2\rangle=\langle r_i^2\rangle/3\), and

\[
\langle x_i^2+y_i^2\rangle=\tfrac23\langle r_i^2\rangle. \tag{9}
\]

Inserting this in (8), with \(\tfrac14\cdot\tfrac23=\tfrac16\), gives

\[
\boxed{\;\xi=-\frac{e^2}{6m}\sum_i\langle r_i^2\rangle\;} \tag{10}
\]

In atomic units, where \(e=m=\hbar=1\) and lengths are in bohr radii \(a_0\), this is minus one sixth of the summed \(\langle r^2\rangle\).

The factor \(2/3\) in (9) depends on the spherical shape. A \(2p_0\) orbital has angular density proportional to \(\cos^2\theta\), for which \(\langle\cos^2\theta\rangle=\int_{-1}^1c^4dc\big/\int_{-1}^1c^2dc=3/5\). Its ratio \(\langle x^2+y^2\rangle/\langle r^2\rangle\) is \(2/5\). A level with \(L\neq0\) is also degenerate, so \(L_z\) can shift its energies linearly in \(B\). Equation (10) does not describe its magnetism. In molecules the nuclei break spherical symmetry, and the second term of (8) generally remains.

## Why the origin is at the nucleus

The vector potential \(\tfrac12\mathbf B\times(\mathbf r-\mathbf d)\) describes the same field. Take \(\mathbf d\) along \(x\). The diamagnetic average now contains

\[
\Big\langle\sum_i[(x_i-d)^2+y_i^2]\Big\rangle
=\Big\langle\sum_i(x_i^2+y_i^2)\Big\rangle+Nd^2, \tag{11}
\]

for \(N\) electrons, since \(\langle x_i\rangle=0\). The diamagnetic energy coefficient in (7) grows by \(e^2Nd^2/(8m)\).

The angular momentum about the new origin is \(L_z-dP_y\), with \(P_y=\sum_ip_{y,i}\). Acting on the ground state it gives \(-dP_y|0\rangle\), which is not zero. The paramagnetic energy coefficient is therefore

\[
-\frac{e^2d^2}{4m^2}S,\qquad
S=\sum_{n\ne0}\frac{|\langle n|P_y|0\rangle|^2}{E_n-E_0}. \tag{12}
\]

To find \(S\), put \(Y=\sum_iy_i\). The potential energy commutes with \(Y\), so \([H_0,Y]=-i\hbar P_y/m\). Taking the matrix element between \(\langle n|\) and \(|0\rangle\) gives

\[
\langle n|P_y|0\rangle=\frac{im}{\hbar}(E_n-E_0)\langle n|Y|0\rangle. \tag{13}
\]

Use (13) for one factor in \(S\). The denominator cancels, and the missing term \(n=0\) may be restored because \(\langle0|P_y|0\rangle=0\). Completeness then gives \(S=(im/\hbar)\langle P_yY\rangle\). Since \(S\) is real, it equals half the sum of this expression and its complex conjugate:

\[
S=\frac{im}{2\hbar}\langle P_yY-YP_y\rangle
=\frac{im}{2\hbar}(-i\hbar N)=\frac{mN}{2}. \tag{14}
\]

The paramagnetic coefficient (12) is \(-e^2Nd^2/(8m)\), which cancels the diamagnetic increase. The total response is independent of the origin, but its division into two parts is not. For hydrogen with \(d=2a_0\), the coefficients of \(B^2\) are \(0.75\) and \(-0.50\) atomic units, with sum \(0.25\). At the nuclear origin the diamagnetic term alone gives \(0.25\).

## From one atom to one mole

In a dilute gas the magnetization \(M\) is small and \(B\simeq\mu_0H\). With the volume susceptibility defined by \(M/H\), multiplication by the molar volume gives the SI molar susceptibility

\[
\chi^{\rm SI}=\mu_0N_A\xi
=-\frac{\mu_0N_Ae^2}{6m}\sum_i\langle r_i^2\rangle. \tag{15}
\]

Values in \(\mathrm{cm^3/mol}\) are given here in the Gaussian convention, whose susceptibility is smaller by \(4\pi\). To simplify the constants, use \(\mu_0=1/(\varepsilon_0c^2)\), \(e^2/(4\pi\varepsilon_0)=\alpha\hbar c\) and \(a_0=\hbar/(\alpha mc)\), where \(\alpha\) is the fine-structure constant:

\[
\frac{\mu_0e^2}{4\pi m}=\frac{\alpha\hbar}{mc}=\alpha^2a_0. \tag{16}
\]

Thus

\[
\chi=-K\sum_i\frac{\langle r_i^2\rangle}{a_0^2},\qquad
K=\frac{N_A\alpha^2a_0^3}{6}=0.79202\times10^{-6}\ \mathrm{cm^3/mol}. \tag{17}
\]

The smallness of \(\alpha^2\) makes atomic diamagnetism weak. From here on, atomic units are used for wave functions and energies.

## Hydrogen

The ground-state density is \(e^{-2r}/\pi\). With \(\int_0^\infty r^ke^{-br}dr=k!/b^{k+1}\),

\[
\langle r^2\rangle=4\int_0^\infty r^4e^{-2r}dr
=4\cdot\frac{24}{32}=3. \tag{18}
\]

Equation (17) gives the orbital susceptibility

\[
\chi_{\rm H}=-0.79202\times10^{-6}\times3
=-2.38\times10^{-6}\ \mathrm{cm^3/mol}. \tag{19}
\]

This is not the whole response of atomic hydrogen. Its electron spin has levels \(\pm\tfrac12g\mu_BB\), where \(g\) is the electron \(g\) factor and \(\mu_B\) the Bohr magneton. Leaving out the nuclear spin, the thermal mean moment at temperature \(T\) is

\[
\bar\mu=\tfrac12g\mu_B\tanh\frac{g\mu_BB}{2k_BT}
\simeq\frac{g^2\mu_B^2B}{4k_BT}, \tag{20}
\]

for \(g\mu_BB\ll k_BT\). Multiplication by \(\mu_0N_A/B\), followed by conversion to Gaussian units, gives \(+1.253\times10^{-3}\ \mathrm{cm^3/mol}\) at 300 K. This is about 530 times the magnitude of (19), so a gas of hydrogen atoms at that temperature is paramagnetic. The number \(-2.38\times10^{-6}\) belongs to the orbital part.

## Helium: a screened product

The helium ground state has zero total spin and \(L=0\), so no spin paramagnetism accompanies (10). Its wave function must be approximated. A first choice is \(e^{-\zeta(r_1+r_2)}\), with an adjustable exponent \(\zeta\).

Each electron has kinetic energy \(\zeta^2/2\) and nuclear attraction \(-2\langle1/r\rangle=-2\zeta\). For the repulsion, one electron's density \(\zeta^3e^{-2\zeta r}/\pi\) produces the potential

\[
\begin{aligned}
\Phi(r)&=\frac{4\zeta^3}{r}\int_0^r r'^2e^{-2\zeta r'}dr'
+4\zeta^3\int_r^\infty r'e^{-2\zeta r'}dr'\\
&=\frac1r-e^{-2\zeta r}\left(\frac1r+\zeta\right).
\end{aligned} \tag{21}
\]

Averaging it over the other electron gives

\[
4\zeta^3\int_0^\infty r^2e^{-2\zeta r}\Phi\,dr
=4\zeta\left(\frac14-\frac1{16}-\frac1{32}\right)=\frac58\zeta. \tag{22}
\]

The total energy is \(\zeta^2-4\zeta+\tfrac58\zeta=\zeta^2-\tfrac{27}{8}\zeta\). Its minimum lies at \(\zeta=27/16=1.6875\), where \(E=-2.8477\) hartree. Scaling (18) gives \(3/\zeta^2\) per electron, hence

\[
\sum_i\langle r_i^2\rangle=\frac6{\zeta^2}=2.107,\qquad
\chi=-1.67\times10^{-6}\ \mathrm{cm^3/mol}. \tag{23}
\]

The Hartree–Fock method also puts both electrons in one orbital, but lets its radial shape vary. In the aug-cc-pVQZ Gaussian basis of 46 functions it gives \(\sum_i\langle r_i^2\rangle=2.3716\) and \(\chi=-1.88\times10^{-6}\ \mathrm{cm^3/mol}\). Measured against the correlated value 2.3869 found below, most of the deficit in (23) thus came from the rigid exponential shape. The value 2.3716 still carries a basis error: aug-cc-pV5Z gives 2.3705 and the basis-set limit is 2.3697, which leaves \(\chi=-1.88\times10^{-6}\) unchanged. The remaining 0.015 is therefore the difference of two parts: electron correlation, which a single shared orbital cannot describe, adds 0.017, and the finite basis overestimates the Hartree–Fock value by 0.002.

## Helium: a correlated wave function

Use the Hylleraas coordinates

\[
s=r_1+r_2,\qquad t=r_1-r_2,\qquad u=|\mathbf r_1-\mathbf r_2|. \tag{24}
\]

A function of these distances is unchanged by rotations and has \(L=0\). Evenness in \(t\) makes it symmetric under electron exchange, as the antisymmetric spin state requires.

Let \(\hat{\mathbf u}=(\mathbf r_1-\mathbf r_2)/u\), and let subscripts on \(\psi\) denote derivatives. The chain rule gives

\[
\begin{aligned}
\nabla_1\psi&=(\psi_s+\psi_t)\hat{\mathbf r}_1+\psi_u\hat{\mathbf u},\\
\nabla_2\psi&=(\psi_s-\psi_t)\hat{\mathbf r}_2-\psi_u\hat{\mathbf u}.
\end{aligned} \tag{25}
\]

After integration by parts, the kinetic energy density is half the sum of the squared gradients:

\[
\psi_s^2+\psi_t^2+\psi_u^2
+\psi_u\left[\psi_s(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\cdot\hat{\mathbf u}
+\psi_t(\hat{\mathbf r}_1+\hat{\mathbf r}_2)\cdot\hat{\mathbf u}\right]. \tag{26}
\]

From \(2\mathbf r_1\cdot\mathbf r_2=r_1^2+r_2^2-u^2\) and \(r_1^2-r_2^2=st\),

\[
\hat{\mathbf r}_1\cdot\hat{\mathbf u}=\frac{st+u^2}{2r_1u},\qquad
\hat{\mathbf r}_2\cdot\hat{\mathbf u}=\frac{st-u^2}{2r_2u}. \tag{27}
\]

Putting these over a common denominator, with \(r_1r_2=(s^2-t^2)/4\), yields

\[
\begin{aligned}
(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\cdot\hat{\mathbf u}&=\frac{2s(u^2-t^2)}{u(s^2-t^2)},\\
(\hat{\mathbf r}_1+\hat{\mathbf r}_2)\cdot\hat{\mathbf u}&=\frac{2t(s^2-u^2)}{u(s^2-t^2)}.
\end{aligned} \tag{28}
\]

For the volume element, integrate over the overall orientation. At fixed \(r_1,r_2\), the angle \(\theta\) between the position vectors obeys \(u\,du=r_1r_2\sin\theta\,d\theta\). The element is \(8\pi^2r_1r_2u\,dr_1dr_2du\), proportional to \(u(s^2-t^2)\,ds\,dt\,du\). By evenness in \(t\), the range \(0\le t\le u\le s\) suffices. The potential is \(-2/r_1-2/r_2+1/u=-8s/(s^2-t^2)+1/u\). With \(d\tau=ds\,dt\,du\), the energy becomes

\[
\begin{aligned}
E&=\frac{\int F\,d\tau}{\int u(s^2-t^2)\psi^2\,d\tau},\\
F&=u(s^2-t^2)(\psi_s^2+\psi_t^2+\psi_u^2)\\
&\quad+2\psi_u[s(u^2-t^2)\psi_s+t(s^2-u^2)\psi_t]\\
&\quad+(s^2-t^2-8su)\psi^2.
\end{aligned} \tag{29}
\]

Take

\[
\psi=e^{-as}\sum_{i+j+k\le D}c_{ijk}s^it^ju^k,\qquad j\ \text{even},\quad a=1.9. \tag{30}
\]

Every integral in (29) then reduces to

\[
\int_0^\infty\!ds\int_0^s\!du\int_0^u\!dt\,s^pt^qu^ne^{-2as}
=\frac{(p+q+n+2)!}{(q+1)(q+n+2)(2a)^{p+q+n+3}}, \tag{31}
\]

obtained by integrating over \(t\), \(u\) and \(s\) in turn. Making \(E\) stationary in the coefficients gives the matrix equation \(\mathbf H\mathbf c=E\mathbf S\mathbf c\), where \(\mathbf H\) and \(\mathbf S\) represent the numerator and denominator of (29). Its lowest eigenvector, found numerically, supplies the average of \(r_1^2+r_2^2=(s^2+t^2)/2\):

| \(D\) | Terms | \(E\) (hartree) | \(\sum_i\langle r_i^2\rangle\) (\(a_0^2\)) |
|---|---|---|---|
| 2 | 7 | −2.90334 | 2.3594 |
| 3 | 13 | −2.90364 | 2.3816 |
| 4 | 22 | −2.90371 | 2.3871 |
| 5 | 34 | −2.90372 | 2.3869 |

The energy falls at each enlargement, as the variational principle allows. The mean square radius has no such bound, and it decreases slightly in the last step. That change is about 0.01% of the value. The last digit is not yet settled: at \(D=5\) the sum moves between 2.3871 and 2.3863 as \(a\) goes from 1.6 to 2.2, and expansions with \(D=8\) to 12 converge to 2.3870. None of this changes the three digits of \(\chi\). The longest expansion gives

\[
\chi_{\rm He}=-0.79202\times10^{-6}\times2.3869
=-1.89\times10^{-6}\ \mathrm{cm^3/mol}. \tag{32}
\]

The response can also be computed from the energy in the field. Full configuration interaction in the same Gaussian basis, with the quadratic term of (5) included and the linear term dropped (\(L_z\) commutes with \(H_0\) and with the quadratic term, so the state keeps its eigenvalue zero in the field), gives \(\xi=-0.3986\) atomic units from the initial slope of \(E\) against \(B^2\). The correlated expansion gives \(-2.3869/6=-0.3978\). The magnitudes differ by 0.2% of the latter, and both give \(-1.89\) after conversion and rounding. The difference is a basis error of the Gaussian calculation, whose \(\xi\) moves from \(-0.3997\) in aug-cc-pVTZ through \(-0.3986\) to \(-0.3982\) in aug-cc-pV5Z.

In SI units, (19) and (32) are \(-2.99\times10^{-11}\) and \(-2.38\times10^{-11}\ \mathrm{m^3/mol}\). The digits of the helium value in SI happen to match those of hydrogen in Gaussian units. The orbital calculations omit nuclear motion and relativity, and they apply to fields weak enough that \(eBa_0^2/\hbar\ll1\). The spin susceptibility of hydrogen at 300 K needs the stricter condition \(g\mu_BB\ll k_BT\) stated with (20).
